# McConnell superexchange and its crossover to thermally activated resonant transport, part 1

(Sections cited here and not found follow in the second part.)

## Superexchange through the bridge

An electron can pass between two electronic systems through a chain of sites whose energies are too high for it to occupy. This problem finds the amplitude for that process, then the conductance when the chain joins two metals, and finally the length at which electrons thermally excited into the levels of the chain carry more current than those that tunnel beneath them.

The bridge has \(N\) identical sites, \(j=1,\dots,N\). Each has energy \(\Delta>0\), and neighbours are coupled by a real hopping \(t>0\), entering the Hamiltonian with a plus sign:

\[
H_B=\Delta\sum_{j=1}^{N}|j\rangle\langle j|
+t\sum_{j=1}^{N-1}\bigl(|j\rangle\langle j+1|+|j+1\rangle\langle j|\bigr).
\]

The zero of energy is the energy of the donor \(D\) and the acceptor \(A\), and later the Fermi energy of the leads. The bridge levels lie between \(\Delta-2t\) and \(\Delta+2t\), and we assume \(\Delta>2t\), so that zero energy lies below all of them. Electrons do not interact, the site orbitals are orthonormal, and the motion is coherent: no vibration or other environment disturbs the phase.

**(a) The donor couples to site 1 with strength \(t_D\), and the acceptor to site \(N\) with strength \(t_A\). Eliminate the bridge and find the effective donor–acceptor coupling. How does it appear in the spectrum?**

*Solution.* Let \(c_D\) and \(c_A\) be the donor and acceptor amplitudes of a stationary state of energy \(E\), and let \(b\) be the column of bridge amplitudes. With \(e_1\) and \(e_N\) the unit columns for the two end sites, the Schrödinger equation reads

\[
Ec_D=t_Db_1,\qquad Ec_A=t_Ab_N,
\]
\[
Eb=H_Bb+t_Dc_De_1+t_Ac_Ae_N .
\]

For \(E\) near zero, \(E-H_B\) has no zero eigenvalue and can be inverted. Define \(G(E)=(E-H_B)^{-1}\). The last equation gives

\[
b=G(E)\,(t_Dc_De_1+t_Ac_Ae_N).
\]

Substituting the first and last components into the equations for \(c_D\) and \(c_A\), we obtain

\[
Ec_D=t_D^2G_{11}c_D+t_Dt_AG_{1N}c_A,
\]
\[
Ec_A=t_Dt_AG_{N1}c_D+t_A^2G_{NN}c_A .
\]

No approximation has been made; the bridge now acts through energy-dependent coefficients. Since \(H_B\) is real and symmetric, \(G_{N1}=G_{1N}\), and the effective coupling is

\[
T_{DA}(E)=t_Dt_A\,G_{1N}(E).
\]

The diagonal terms shift the donor and acceptor energies. The bridge is symmetric under reflection, so \(G_{11}=G_{NN}\), and the two shifts are equal if \(t_D=t_A\). If the couplings differ, the shifts differ, and the bare energies must be retuned to restore resonance. Without that retuning the splitting is, to leading order, \(\sqrt{\delta^2+4T_{DA}^2}\) with \(\delta=(t_D^2-t_A^2)G_{11}\), and it mostly measures the mismatch whenever \(|\delta|\) exceeds \(2|T_{DA}|\).

For \(t_D=t_A\) the solutions have \(c_A=\pm c_D\), with energies

\[
E_\pm=t_D^2G_{11}(E_\pm)\pm T_{DA}(E_\pm).
\]

Subtract the two equations. The difference of the \(G_{11}\) terms is \(t_D^2G_{11}'(E_+-E_-)\), with the derivative taken at some energy between the two levels. Hence

\[
(E_+-E_-)\bigl(1-t_D^2G_{11}'\bigr)=T_{DA}(E_+)+T_{DA}(E_-).
\]

Both the factor in brackets and the displacement of \(E_\pm\) from zero give relative corrections of order \(t_D^2\). To leading order in the end coupling, therefore,

\[
|E_+-E_-|=2|T_{DA}(0)| .
\]

**(b) Find \(G_{1N}(E)\) in closed form for energies below the bridge levels, keeping track of its sign.**

*Solution.* Put \(u=\Delta-E\). The matrix \(M=E-H_B\) has \(-u\) on its diagonal and \(-t\) next to it. The inverse of a matrix in terms of cofactors gives

\[
G_{1N}=\frac{(-1)^{N+1}\,m_{N1}}{\det M},
\]

where \(m_{N1}\) is the determinant left after deleting row \(N\) and column 1. In the remaining matrix the elements \(M_{j,j+1}=-t\) lie on the diagonal, and everything above them vanishes. It is triangular, so \(m_{N1}=(-t)^{N-1}\). The signs combine as \((-1)^{N+1}(-1)^{N-1}=1\), and the numerator is \(t^{N-1}\).

For the denominator, define \(D_N=\det(H_B-E)\), so that \(\det M=(-1)^ND_N\). Then

\[
G_{1N}(E)=(-1)^N\frac{t^{N-1}}{D_N(E)} .
\]

Expanding \(D_N\) along its last row gives a recursion:

\[
D_N=uD_{N-1}-t^2D_{N-2},\qquad D_0=1,\quad D_1=u .
\]

A trial solution \(D_N=x^N\) requires \(x^2-ux+t^2=0\). The roots have product \(t^2\) and sum \(u\), so they can be written \(te^{\kappa}\) and \(te^{-\kappa}\), with

\[
2t\cosh\kappa=u=\Delta-E .
\]

This \(\kappa\) is real and positive when \(u>2t\), that is, below the band. The general solution is \(D_N=t^N(Pe^{N\kappa}+Qe^{-N\kappa})\). The starting values require

\[
P+Q=1,\qquad Pe^\kappa+Qe^{-\kappa}=2\cosh\kappa .
\]

They are satisfied by \(P=e^\kappa/(2\sinh\kappa)\) and \(Q=-e^{-\kappa}/(2\sinh\kappa)\). The first condition is immediate, and the second follows from \(\sinh2\kappa=2\sinh\kappa\cosh\kappa\). Therefore

\[
D_N=t^N\frac{\sinh[(N+1)\kappa]}{\sinh\kappa},
\]
\[
G_{1N}(E)=(-1)^N\frac{\sinh\kappa}{t\,\sinh[(N+1)\kappa]} .
\]

For one site this reduces to \(-1/(2t\cosh\kappa)=-1/(\Delta-E)\), the expected propagator of a single level.

**(c) Obtain the coupling for a weakly hopping bridge. How far does a pure power of \(t/\Delta\) hold as the bridge grows?**

*Solution.* Set \(E=0\) and \(x=t/\Delta\), and write \(D_N=\Delta^Nd_N\). The recursion becomes

\[
d_N=d_{N-1}-x^2d_{N-2},\qquad d_0=d_1=1 .
\]

At lowest order every \(d_N\) equals 1. Each step from \(N=2\) onwards subtracts one further \(x^2\), so

\[
d_N=1-(N-1)x^2+O(x^4).
\]

Inverting this in \(T_{DA}=(-1)^Nt_Dt_At^{N-1}/D_N\) gives

\[
T_{DA}(0)=\frac{t_Dt_A}{t}\left(-\frac{t}{\Delta}\right)^N
\left[1+(N-1)\frac{t^2}{\Delta^2}+\cdots\right].
\]

The factor before the bracket is McConnell's superexchange coupling. If the end couplings are comparable with \(t\), its size is \(t(t/\Delta)^N\). The factor can be read as a product along the direct path: \(N+1\) hops, two of them at the ends, and one denominator \(0-\Delta\) for each of the \(N\) intermediate sites. The electron is never found on the bridge with appreciable probability; the bridge states enter virtually.

The correction counts detours. A path from site 1 to site \(N\) with one backward hop has \(N\) forward hops and one backward hop. The backward hop can occupy any of \(N+1\) places in the sequence except the first, which would leave the bridge at site 1, and the last, which would require a site \(N+1\). This leaves \(N-1\) paths. Each has two extra hops and two extra denominators, hence a relative weight \(t^2/\Delta^2\).

Since the number of detours grows with length, a small \(t/\Delta\) alone does not secure the power law. The condition is

\[
N\,(t/\Delta)^2\ll1 .
\]

For a bridge of any length the closed form remains valid. When \((N+1)\kappa\gg1\),

\[
\frac{\sinh\kappa}{\sinh[(N+1)\kappa]}
\simeq2\sinh\kappa\,e^{-(N+1)\kappa}
=(1-e^{-2\kappa})\,e^{-N\kappa}.
\]

The long-bridge decay factor per site is thus \(e^{-\kappa}\). From the quadratic equation of part (b),

\[
e^{-\kappa}=\frac{\Delta-\sqrt{\Delta^2-4t^2}}{2t}
=\frac{t}{\Delta}+\frac{t^3}{\Delta^3}+\cdots .
\]

It is slightly larger than \(t/\Delta\). The difference per site is small but accumulates, and the pure power law eventually underestimates the coupling by an exponentially growing factor.

**(d) Evaluate the coupling for \(N=5\), \(\Delta=0.8\) eV, \(t=0.1\) eV and \(t_D=t_A=0.01\) eV, and compare it with the splitting of the complete chain.**

*Solution.* Here \(t/\Delta=0.125\), and McConnell's expression gives

\[
|T_{DA}|\simeq\frac{(0.01)^2}{0.1}\,(0.125)^5\ \text{eV}
=3.05\times10^{-8}\ \text{eV}.
\]

The first relative correction is \((5-1)(0.125)^2=0.0625\). The closed form, with \(\kappa=2.063\), gives \(3.253\times10^{-8}\) eV, which is 6.6% above McConnell's value; higher detours supply the small remainder. The corresponding decay factor is \(e^{-\kappa}=0.1270\).

Diagonalizing the full chain of seven sites gives half the splitting as \(3.249\times10^{-8}\) eV, about 0.1% below the closed form. This is the size expected from the neglected terms of part (a): they are of order \((t_D/\Delta)^2\simeq1.6\times10^{-4}\), multiplied by a number comparable with \(N\). The numerical check repeats the comparison with end couplings ten times smaller and requires the discrepancy to stay within a limit that falls with the square of the coupling.

**(e) Replace the donor and acceptor by two equal metallic leads. Derive the transmission and the linear conductance in terms of the same end-to-end Green function.**

*Solution.* Take each lead as a half-infinite chain with site energy zero and hopping \(-W\), joined to the end of the bridge by a contact coupling \(v\). A lead wave \(e^{ikj}\) has energy \(E=-2W\cos k\). Its velocity is proportional to \(dE/dk=2W\sin k\), so for \(0<k<\pi\) it moves to the right. Send in such a wave from the left:

\[
\psi_j=e^{ikj}+re^{-ikj}\quad(j\le0),\qquad
\psi_{N+1+m}=\tau e^{ikm}\quad(m\ge0).
\]

At site 0 the contact term \(vb_1\) stands where an unbroken lead would have \(-W\psi_1\). The wave satisfies the equation of the unbroken lead, so the two terms must be equal:

\[
vb_1=-W(e^{ik}+re^{-ik}).
\]

Solving for \(r\) gives \(r=-e^{2ik}-(v/W)e^{ik}b_1\). As \(1-e^{2ik}=-2i\sin k\,e^{ik}\), the amplitude on site 0 is

\[
\psi_0=1+r=-2i\sin k\,e^{ik}-\frac{v}{W}e^{ik}b_1 .
\]

The same argument at site \(N+1\) gives \(vb_N=-W\tau e^{-ik}\), or

\[
\tau=-\frac{v}{W}e^{ik}b_N .
\]

Insert both amplitudes into the bridge equation \(Eb=H_Bb+v\psi_0e_1+v\tau e_N\). The terms proportional to \(b_1\) and \(b_N\) add a self-energy \(\Sigma\) to each end site:

\[
\Sigma=-\frac{v^2}{W}e^{ik},\qquad
\Gamma=-2\,\mathrm{Im}\,\Sigma=\frac{2v^2\sin k}{W}.
\]

What remains is the source \(-2iv\sin k\,e^{ik}e_1\). From here on, let \(G\) include the end self-energies. Then \(b_N=-2iv\sin k\,e^{ik}G_{N1}\), and

\[
\tau=\frac{2iv^2\sin k}{W}e^{2ik}G_{N1}
=i\Gamma e^{2ik}G_{N1}.
\]

The leads are equal, so incoming and outgoing waves have the same speed, and the transmission probability is

\[
\mathcal T(E)=|\tau|^2=\Gamma^2|G_{1N}(E)|^2 .
\]

The amplitude that couples donor to acceptor also carries current between the leads. If the lead band is wide and the energies of interest lie near its centre, \(k\simeq\pi/2\). Then \(\Gamma\) is nearly constant and \(\Sigma\simeq-i\Gamma/2\). We use this wide-band form below.

For the current, right-moving states in an interval \(dk\) have density \(dk/2\pi\) per unit length and velocity \((1/\hbar)dE/dk\), with \(k\) here measured per unit length. Their flux is \(dE/h\) per spin. Subtracting the flux from the right lead, whose transmission is the same by reflection symmetry, and including both spins, we find

\[
I=\frac{2e}{h}\int\mathcal T(E)\,[f_L(E)-f_R(E)]\,dE .
\]

For a small voltage \(V\), \(f_L-f_R=eV(-f')\), where \(f\) is the Fermi function. With \(G_0=2e^2/h\), the conductance is

\[
g=G_0\int\mathcal T(E)\,(-f'(E))\,dE,
\]
\[
-f'(E)=\frac{1}{4k_BT\cosh^2(E/2k_BT)} .
\]

This integral contains both mechanisms of transport. Near \(E=0\) the thermal weight is large and the transmission tiny; in the band the weight is tiny and the transmission can reach unity.

## Resonant transport and the crossover length

The bridge has \(N\) sites at energy \(\Delta\) above the Fermi level, with hopping \(t\), and its end sites are broadened by self-energies \(-i\Gamma/2\). Below the band \(2t\cosh\kappa=\Delta-E\), and without the self-energies \(G_{1N}=(-1)^Nt^{N-1}/D_N\), with \(D_N=t^N\sinh[(N+1)\kappa]/\sinh\kappa\). The transmission is \(\mathcal T=\Gamma^2|G_{1N}|^2\), and the conductance is \(g=G_0\int\mathcal T(-f')dE\), with \(G_0=2e^2/h\). Write \(\beta=1/k_BT\). We now assume weak contacts, \(\Gamma\ll t\), and a band edge far above the thermal energy, \(\beta(\Delta-2t)\gg1\).

**(f) Find the contribution of electrons near the Fermi level, including the effect of their thermal spread.**

*Solution.* The end self-energies change only the two corner elements of the matrix. The minor in part (b) contains neither corner, so its numerator is unaffected. The determinant is linear in each corner, and becomes

\[
\widetilde D_N=D_N-i\Gamma D_{N-1}-\frac{\Gamma^2}{4}D_{N-2}.
\]

At \(E=0\) the ratio \(D_{N-1}/D_N\) is about \(1/\Delta\), so the self-energies alter \(|\widetilde D_N|^2\) by a relative amount of order \((\Gamma/\Delta)^2\), which we drop. Then

\[
\mathcal T(0)=\frac{\Gamma^2}{t^2}
\frac{\sinh^2\kappa}{\sinh^2[(N+1)\kappa]}
\simeq\left(\frac{\Gamma}{t}\right)^2\left(\frac{t}{\Delta}\right)^{2N}.
\]

The last form is the McConnell limit. At low temperature \(-f'\) is a narrow peak of unit area, and this is the superexchange conductance in units of \(G_0\).

At finite temperature, electrons slightly above the Fermi level face a lower barrier. Approximate \(\mathcal T(E)\simeq\mathcal T(0)e^{\alpha E}\), where \(\alpha=d\ln\mathcal T/dE\) at \(E=0\). Differentiating \(2t\cosh\kappa=\Delta-E\) gives \(d\kappa/dE=-1/(2t\sinh\kappa)\), and hence

\[
\alpha=\frac{(N+1)\coth[(N+1)\kappa]-\coth\kappa}{t\sinh\kappa}.
\]

For \(t\ll\Delta\) both hyperbolic cotangents tend to 1 and \(t\sinh\kappa\) tends to \(\Delta/2\), so \(\alpha\simeq2N/\Delta\). The thermal average depends on \(a=\alpha k_BT\). With \(y=\beta E\) and \(p=1/(1+e^{-y})\), we have \(dp=dy/[4\cosh^2(y/2)]\) and \(e^y=p/(1-p)\). Therefore

\[
\int e^{\alpha E}(-f')\,dE=\int_0^1p^a(1-p)^{-a}dp
=B(1+a,1-a),
\]

where \(B\) is Euler's beta function. Its recurrence gives \(B(1+a,1-a)=aB(a,1-a)\), and its reflection formula gives \(B(a,1-a)=\pi/\sin\pi a\). The refined tunnelling conductance is

\[
\frac{g_{\rm tun}}{G_0}=\mathcal T(0)\,\frac{\pi a}{\sin\pi a},
\qquad 0<a<1 .
\]

For moderate \(a\) this underestimates the tunnelling part: with the numbers of part (j) the shortfall is 4% for five sites (\(a=0.33\)) and 14% for eight (\(a=0.53\)). With the self-energies dropped, \(D_N(E)=\prod_n(E_n-E)\), where \(E_n\) are the bridge levels, and

\[
\frac{d^2\ln\mathcal T}{dE^2}=2\sum_n\frac{1}{(E_n-E)^2}>0 .
\]

The exponential replaces \(\ln\mathcal T\) by its tangent, which lies below a curve that bends upwards. As \(a\) approaches 1, the rise of the transmission cancels the fall of the thermal weight, and the current can no longer be assigned to electrons near the Fermi level. The formula then diverges. Because \(\ln\mathcal T\) bends upwards, it fails before that point: with the numbers of part (j) it exceeds the tunnelling part by 37% for twelve sites (\(a=0.80\)), and for thirteen sites (\(a=0.87\)) the integrand no longer has a maximum below the band. It should be used only for \(a\) well below 1.

We now have the superexchange coupling, the transmission between two leads, and the tunnelling conductance near the Fermi level, with a thermal correction usable for \(a\) well below 1. It remains to find the contribution of electrons thermally excited into the bridge levels, and the length at which it overtakes tunnelling.

All numerical values are calculated from the stated model.
